\section*{Angular Momentum Traces and Their Use in High-Temperature Expansions}

\section*{Problem}

Let $J_x,J_y,J_z$ be Hermitian matrices acting irreducibly on a space of finite dimension $n$. Set $\hbar=1$, so that
\begin{equation}
[J_x,J_y]=iJ_z,\qquad [J_y,J_z]=iJ_x,\qquad [J_z,J_x]=iJ_y .
\label{eq:comm}
\end{equation}
Let $j$ be the largest eigenvalue of $J_z$, and write $X=j(j+1)$. The symbol $\mathrm{Tr}$ denotes the plain sum over the $n$ states, and $\langle A\rangle_0=\mathrm{Tr}\,A/n$ is the average at infinite temperature.

\begin{enumerate}
\item[(a)] Find the spectrum of $J_z$ with ladder operators, and from it closed forms for $\mathrm{Tr}\,J_z^2$ and $\mathrm{Tr}\,J_z^4$, valid for integer and half-integer $j$.
\item[(b)] Find $\mathrm{Tr}\,J_x^2J_y^2$.
\item[(c)] Find $\mathrm{Tr}\,J_xJ_yJ_xJ_y$. Does the order of the factors matter?
\item[(d)] For $H=-bJ_z$ at temperature $T$, expand the thermal mean of $J_z$ through third order in $x=b/kT$.
\item[(e)] For $H=DJ_z^2+E(J_x^2-J_y^2)$, find the leading high-temperature heat capacity.
\item[(f)] Evaluate the results for $j=5/2$ and $kT=0.01$ eV, with $b=0.002$ eV in (d), and $D=0.0002$ eV, $E=0.00003$ eV in (e). Compare with full Boltzmann sums. These are round model parameters.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Spectrum and the traces of powers of $J_z$}

Define $J_\pm=J_x\pm iJ_y$. From \eqref{eq:comm},
\[
[J_z,J_\pm]=iJ_y\pm i(-iJ_x)=\pm J_\pm ,
\]
so $J_\pm$ changes an eigenvalue $m$ of $J_z$ by $\pm1$, unless it gives zero. The products are
\begin{align}
J_-J_+&=J_x^2+J_y^2+i[J_x,J_y]=J^2-J_z^2-J_z,\nonumber\\
J_+J_-&=J_x^2+J_y^2-i[J_x,J_y]=J^2-J_z^2+J_z,
\label{eq:products}
\end{align}
with $J^2=J_x^2+J_y^2+J_z^2$. This operator commutes with $J_z$, because
\[
[J_x^2,J_z]=-i(J_xJ_y+J_yJ_x),\qquad [J_y^2,J_z]=+i(J_xJ_y+J_yJ_x),
\]
and the two cancel. By cyclic relabelling it commutes with $J_x$ and $J_y$ too.

Take a normalized state $|j\rangle$ with the largest eigenvalue $m=j$. Then $J_+|j\rangle=0$, and the first line of \eqref{eq:products} gives $J^2|j\rangle=(j^2+j)|j\rangle=X|j\rangle$. Since $J^2$ commutes with $J_-$, every state reached by lowering $|j\rangle$ has the same value $X$. For a normalized state $|m\rangle$ of this chain,
\begin{equation}
\|J_-|m\rangle\|^2=X-m^2+m=(j+m)(j-m+1).
\label{eq:norm}
\end{equation}
The space is finite, so the chain must end. For $m\le j$ the second factor is positive, so the end is at $m=-j$. It is reached from $j$ in unit steps, hence $2j$ is a non-negative integer.

The chain is mapped into itself by $J_z$, by $J_-$, and, through the second line of \eqref{eq:products}, by $J_+$. Irreducibility then makes it the whole space. Thus $m=-j,-j+1,\dots,j$ occur once each, $n=2j+1$, and $J^2=X$ on every state. The traces are therefore
\[
T_2\equiv\mathrm{Tr}\,J_z^2=\sum_{m=-j}^{j}m^2,\qquad
T_4\equiv\mathrm{Tr}\,J_z^4=\sum_{m=-j}^{j}m^4 .
\]

A telescoping sum treats integer and half-integer $j$ together. For odd $p$, neighbouring terms cancel and leave the two ends:
\begin{equation}
\sum_{m=-j}^{j}\left[(m+\tfrac12)^p-(m-\tfrac12)^p\right]
=(j+\tfrac12)^p-(-j-\tfrac12)^p=2\left(\frac n2\right)^p .
\label{eq:tele}
\end{equation}
For $p=3$ the bracket is $3m^2+\tfrac14$. Hence $3T_2+n/4=n^3/4$. Since $n^2-1=4j^2+4j=4X$,
\begin{equation}
T_2=\frac{n(n^2-1)}{12}=\frac{nX}{3}=\frac{j(j+1)(2j+1)}{3}.
\label{eq:T2}
\end{equation}
For $p=5$ the bracket is $5m^4+\tfrac52m^2+\tfrac1{16}$, and the right side of \eqref{eq:tele} is $n^5/16$. With $n^4-1=(n^2-1)(n^2+1)=4X(4X+2)$,
\begin{align}
5T_4&=\frac{n(n^4-1)}{16}-\frac52T_2
=\frac{nX(2X+1)}{2}-\frac{5nX}{6}\nonumber\\
&=\frac{nX(6X+3-5)}{6}=\frac{nX(3X-1)}{3}.\nonumber
\end{align}
Division by 5 gives
\begin{equation}
T_4=\frac{nX(3X-1)}{15}
=\frac{j(j+1)(2j+1)(3j^2+3j-1)}{15}.
\label{eq:T4}
\end{equation}

\subsection*{(b) The mixed trace}

The three axes are equivalent under rotations. To make this explicit, let $A(\theta)=e^{-i\theta J_z}A\,e^{i\theta J_z}$. Differentiation gives
\[
\frac{dJ_x(\theta)}{d\theta}=-i[J_z,J_x](\theta)=J_y(\theta),\qquad
\frac{dJ_y(\theta)}{d\theta}=-i[J_z,J_y](\theta)=-J_x(\theta).
\]
With the starting values $J_x(0)=J_x$ and $J_y(0)=J_y$, the solution is
\[
J_x(\theta)=J_x\cos\theta+J_y\sin\theta,\qquad
J_y(\theta)=J_y\cos\theta-J_x\sin\theta .
\]
A quarter turn about $z$ therefore takes $J_x\to J_y$ and $J_y\to-J_x$, and leaves $J_z$ alone. By cyclic relabelling, a quarter turn about $y$ takes $J_z\to J_x$ and $J_x\to-J_z$, and leaves $J_y$ alone.

A unitary transformation of all factors does not change a trace. The turn about $z$, followed by the turn about $y$, gives
\begin{equation}
\mathrm{Tr}\,J_z^2J_x^2=\mathrm{Tr}\,J_z^2J_y^2=\mathrm{Tr}\,J_x^2J_y^2\equiv T_{22}.
\label{eq:equal}
\end{equation}
In the same way $\mathrm{Tr}\,J_x^2=\mathrm{Tr}\,J_y^2=T_2$ and $\mathrm{Tr}\,J_x^4=\mathrm{Tr}\,J_y^4=T_4$.

Now multiply $J^2=X$ by $J_z^2$ and take the trace:
\begin{equation}
XT_2=\mathrm{Tr}\,J_z^2(J_x^2+J_y^2+J_z^2)=T_4+2T_{22}.
\label{eq:casimir}
\end{equation}
Solving for $T_{22}$,
\begin{align}
T_{22}&=\frac12\left[\frac{nX^2}{3}-\frac{nX(3X-1)}{15}\right]
=\frac{nX(5X-3X+1)}{30}\nonumber\\
&=\frac{nX(2X+1)}{30}
=\frac{j(j+1)(2j+1)(2j^2+2j+1)}{30}.
\label{eq:T22}
\end{align}

Two limits check the result. For $j=\tfrac12$ each $J_i^2$ has the single eigenvalue $\tfrac14$ and is $\tfrac14$ times the identity, so both $T_4$ and $T_{22}$ must be $2/16=1/8$. Equations \eqref{eq:T4} and \eqref{eq:T22} agree with this.

For large $j$ the averages tend to $T_4/n\to X^2/5$ and $T_{22}/n\to X^2/15$. These are the averages for a classical vector of length $\sqrt X$ with uniformly distributed direction. Its component along an axis, in units of the length, is a number $u$ spread evenly over $[-1,1]$. Then $\overline{u^2}=\tfrac13$ and $\overline{u^4}=\tfrac15$, and the classical form of \eqref{eq:casimir} gives the mixed average $\tfrac12(\tfrac13-\tfrac15)=\tfrac1{15}$.

\subsection*{(c) The order of the factors}

Replace the inner pair by $J_yJ_x=J_xJ_y-iJ_z$:
\begin{equation}
\mathrm{Tr}\,J_xJ_yJ_xJ_y=T_{22}-i\,\mathrm{Tr}\,J_xJ_zJ_y .
\label{eq:order}
\end{equation}
The remaining trace follows from its sum with, and its difference from, $\mathrm{Tr}\,J_xJ_yJ_z$. The quarter turn about $z$ and cyclic invariance of the trace give
\[
\mathrm{Tr}\,J_xJ_zJ_y=\mathrm{Tr}\,J_yJ_z(-J_x)=-\mathrm{Tr}\,J_xJ_yJ_z ,
\]
so the sum is zero. The difference is
\[
\mathrm{Tr}\,J_xJ_zJ_y-\mathrm{Tr}\,J_xJ_yJ_z=\mathrm{Tr}\,J_x[J_z,J_y]=-iT_2 .
\]
Hence $\mathrm{Tr}\,J_xJ_zJ_y=-\tfrac i2T_2$. Because $-i\,(-\tfrac i2)=-\tfrac12$, equation \eqref{eq:order} becomes
\begin{equation}
\mathrm{Tr}\,J_xJ_yJ_xJ_y=T_{22}-\frac{T_2}{2}
=\frac{nX(2X+1-5)}{30}=\frac{nX(X-2)}{15}.
\label{eq:alt}
\end{equation}
The order does matter for $j>0$. For $j=\tfrac12$ the alternating trace is $-\tfrac18$ where $T_{22}=+\tfrac18$, and for $j=1$ it vanishes. The difference $T_2/2$ grows as $nX$ while $T_{22}$ grows as $nX^2$, so the relative effect fades for large $j$. An expansion that produces both orders must keep them apart.

\subsection*{(d) A spin in a field}

The Boltzmann weight of the state $m$ is $e^{xm}$. Odd powers of $m$ sum to zero because the spectrum is symmetric, so
\[
\frac Zn=1+\frac{a_2x^2}{2}+\frac{a_4x^4}{24}+O(x^6),\qquad
a_2=\frac X3,\quad a_4=\frac{X(3X-1)}{15}.
\]
With $\ln(1+u)=u-u^2/2+\dots$, the coefficient of $x^4$ in $\ln Z$ is
\[
\frac{a_4}{24}-\frac{a_2^2}{8}=\frac{a_4-3a_2^2}{24}
=\frac{X(3X-1-5X)}{360}=-\frac{X(2X+1)}{360}.
\]
Since $Z=\sum_m e^{xm}$, the thermal mean is $\langle J_z\rangle=d\ln Z/dx$:
\begin{equation}
\langle J_z\rangle=\frac{X}{3}x-\frac{X(2X+1)}{90}x^3+O(x^5).
\label{eq:mean}
\end{equation}
The linear term is the Curie law: the response to a weak field is proportional to $1/T$. The negative cubic term is the onset of saturation, since $\langle J_z\rangle$ cannot exceed $j$.

The range of the series follows from the geometric sum $Z=\sinh(nx/2)/\sinh(x/2)$. For $j>0$ its zeros nearest the origin lie at $x=\pm2\pi i/n$, where $\ln Z$ is singular. The series therefore converges for $|x|<2\pi/n$ and fails for stronger fields or lower temperatures, although $\langle J_z\rangle$ itself stays smooth for real $x$.

\subsection*{(e) Anisotropy and heat capacity}

Let $\beta=1/kT$, with $D$ and $E$ independent of temperature. Expanding $Z=\mathrm{Tr}\,e^{-\beta H}$ gives
\[
\ln Z=\ln n-\beta\langle H\rangle_0+\frac{\beta^2}{2}\kappa_2-\frac{\beta^3}{6}\kappa_3+O(\beta^4),
\]
where $\kappa_2$ and $\kappa_3$ are the second and third central moments of the levels, all weighted equally. The mean energy is $-d\ln Z/d\beta$, and $d\beta/dT=-k\beta^2$, so
\begin{equation}
\frac Ck=\beta^2\frac{d^2\ln Z}{d\beta^2}=\beta^2\kappa_2-\beta^3\kappa_3+O(\beta^4).
\label{eq:C}
\end{equation}

The average energy is $\langle H\rangle_0=DX/3$, because the $E$ terms cancel. In $\mathrm{Tr}\,H^2$ the cross term is $2DE\,\mathrm{Tr}\,J_z^2(J_x^2-J_y^2)$, which vanishes by \eqref{eq:equal}. The $E^2$ term contains
\[
\mathrm{Tr}(J_x^2-J_y^2)^2=\mathrm{Tr}\,J_x^4+\mathrm{Tr}\,J_y^4-2\,\mathrm{Tr}\,J_x^2J_y^2=2T_4-2T_{22}.
\]
This is where the mixed trace enters. The two coefficients in $\kappa_2=\langle H^2\rangle_0-\langle H\rangle_0^2$ are
\begin{align}
D^2:&\quad\frac{X(3X-1)}{15}-\frac{X^2}{9}=\frac{X(9X-3-5X)}{45}=\frac{X(4X-3)}{45},\nonumber\\
E^2:&\quad2\left[\frac{X(3X-1)}{15}-\frac{X(2X+1)}{30}\right]
=\frac{X(6X-2-2X-1)}{15}=\frac{X(4X-3)}{15}.\nonumber
\end{align}
Therefore
\begin{equation}
\frac Ck=\frac{X(4X-3)}{45}\,\frac{D^2+3E^2}{(kT)^2}+O\!\left((kT)^{-3}\right).
\label{eq:Clead}
\end{equation}
The factor $4X-3=(2j-1)(2j+3)$ vanishes for $j=\tfrac12$. This must be so, because $H$ is then a multiple of the identity and there is no splitting to store heat. The leading term is useful when the spread of the levels is small compared with $kT$.

\subsection*{(f) Numbers for $j=5/2$}

Here $n=6$ and $X=8.75$, so
\[
T_2=\frac{6(8.75)}{3}=17.5,\quad
T_4=\frac{6(8.75)(25.25)}{15}=88.375,\quad
T_{22}=\frac{6(8.75)(18.5)}{30}=32.375 .
\]
Equation \eqref{eq:casimir} holds: $8.75\times17.5=153.125=88.375+2(32.375)$. The alternating trace is $32.375-8.75=23.625$.

\paragraph{Field.} With $x=0.002/0.01=0.2$, well inside the convergence limit $2\pi/6$,
\[
\langle J_z\rangle\approx\frac{8.75(0.2)}{3}-\frac{8.75(18.5)(0.008)}{90}
=0.58333-0.01439=0.56894 .
\]
The full Boltzmann sum gives $0.56942$. Relative to it, the linear term alone is $2.4\%$ too high and the two-term series is $0.08\%$ too low. Halving $x$ reduces the remainder of the two-term series by a factor of $31.2$, close to the $2^5=32$ expected of an $x^5$ remainder.

\paragraph{Anisotropy.} The variance is
\[
\kappa_2=\frac{8.75(32)}{45}\left[4.00+3(0.09)\right]\times10^{-8}\ \mathrm{eV}^2
=2.657\times10^{-7}\ \mathrm{eV}^2 .
\]
Division by $(kT)^2=10^{-4}\ \mathrm{eV}^2$ gives $C/k\approx2.657\times10^{-3}$. The value from diagonalization is $2.614\times10^{-3}$, so the leading term is $1.6\%$ too high relative to it.

The sign and most of the size of this error come from $\kappa_3$. Diagonalization gives the levels $0.0000063$, $0.0004862$ and $0.0012576$ eV. Each is doubly degenerate: $J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2)$ changes $m$ by $\pm2$, so $H$ splits into a block with $m=\tfrac52,\tfrac12,-\tfrac32$ and one with the opposite signs, and by \eqref{eq:norm} and its counterpart for $J_+$ the two blocks have equal matrix elements. Measured from the mean $DX/3=0.0005833$ eV, the levels lie at $-0.577$, $-0.097$ and $+0.674$ in units of $10^{-3}$ eV. The average of their cubes is
\[
\kappa_3\approx\frac{-0.192-0.001+0.307}{3}\times10^{-9}\ \mathrm{eV}^3
\approx3.8\times10^{-11}\ \mathrm{eV}^3 .
\]
By \eqref{eq:C} this lowers $C$ by the fraction $\kappa_3/(\kappa_2kT)\approx1.4\%$ of the leading term. The rest of the difference is of higher order in $1/kT$.

The numerical check checks the trace formulas against explicit matrices for all $j$ from $0$ to $8$.

\section*{Numbers as computed}
\begin{verbatim}
Traces from matrices (dimensionless, hbar = 1)
  j    Tr Jz^2   Tr Jz^4   Tr Jx2Jy2  Tr JxJyJxJy
 0.5     0.5000     0.1250     0.1250    -0.1250
 1.0     2.0000     2.0000     1.0000     0.0000
 1.5     5.0000    10.2500     4.2500     1.7500
 2.0    10.0000    34.0000    13.0000     8.0000
 2.5    17.5000    88.3750    32.3750    23.6250
Example spin j = 2.5, X = j(j+1) = 8.7500
Formula Tr Jz^2 = 17.5000
Formula Tr Jz^4 = 88.3750
Formula Tr Jx^2 Jy^2 = 32.3750
X Tr Jz^2 = 153.1250
Ratio Tr Jx^2 Jy^2 / Tr Jz^4 = 0.3663
Thermal energy kT = 0.0100 eV
Field level spacing b = 0.0020 eV, x = b/kT = 0.200
<Jz> linear term = 0.583333
<Jz> cubic term = -0.014389
<Jz> two-term series = 0.568944
<Jz> full Boltzmann sum = 0.569421
Relative error, one term = 2.443 %
Relative error, two terms = -0.084 %
Remainder ratio on halving x = 31.17
Anisotropy D = 0.000200 eV, E = 0.000030 eV
Distinct levels (eV): 0.0000063, 0.0004862, 0.0012576
Mean energy D X/3 = 0.0005833 eV
Variance from levels = 2.65689e-07 eV^2
Variance from formula = 2.65689e-07 eV^2
  part from D = 2.48889e-07 eV^2
  part from E = 1.68000e-08 eV^2
C/k leading term = 2.656889e-03
C/k from diagonalization = 2.613920e-03
Relative error of leading term = 1.644 %
Error ratio on halving 1/kT (from kT = 0.08 eV) = 2.017
\end{verbatim}
